# Hybridization Lines, Hybridization Energy and the Order Histogram: test program

```python
"""
Result under test: in the expansion of Z = Tr exp(-beta H) in the hybridization
H_hyb = V (d^+ c + c^+ d), the mean number k of hybridization lines is
    <k> = -beta <H_hyb> / 2,
and for one spinless level (eps_d) with one bath site (eps_b) the weight of k lines is
    Z_k = 2 exp(-beta e) (beta^2 V^2 / 2)^k / k! * i_{k-1}(x) / x^{k-1},  k >= 1,
    Z_0 = (1 + exp(-beta eps_d)) (1 + exp(-beta eps_b)),
with e = (eps_d + eps_b)/2, x = beta |eps_d - eps_b| / 2 and i_n the modified
spherical Bessel function. Energies are in eV from the chemical potential,
beta is in 1/eV.
"""
import math
import random
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import spherical_in

HARTREE = physical_constants["Hartree energy in eV"][0]
KB = physical_constants["Boltzmann constant in eV/K"][0]
eps_d, eps_b, V, beta = -0.3, 0.2, 0.5, 10.0
MAX_ORDER = 40


def fermi(energy):
    return 1.0 / (math.exp(beta * energy) + 1.0)


def annihilators(n_modes):
    """Jordan-Wigner matrices of the annihilation operators."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for mode in range(n_modes):
        op = np.eye(1)
        for j in range(n_modes):
            factor = parity if j < mode else lower if j == mode else np.eye(2)
            op = np.kron(op, factor)
        result.append(op)
    return result


def dyson_weights(h_zero, h_hyb):
    """Traces of the time-ordered integrals of each order in h_hyb.

    Block (0, n) of the exponential of a block-bidiagonal matrix is the
    n-th order term of exp(-beta (h_zero + h_hyb))."""
    dim = len(h_zero)
    size = MAX_ORDER + 1
    big = np.kron(np.eye(size), -beta * h_zero)
    big += np.kron(np.eye(size, k=1), -beta * h_hyb)
    row = expm(big)[:dim]
    return np.array([np.trace(row[:, n * dim:(n + 1) * dim]) for n in range(size)])


def thermal(h_total, observable):
    """Partition function and thermal mean by diagonalization."""
    energies, vectors = np.linalg.eigh(h_total)
    boltz = np.exp(-beta * energies)
    diagonal = np.einsum("ia,ij,ja->a", vectors, observable, vectors)
    return boltz.sum(), boltz @ diagonal / boltz.sum()


def closed_weight(k):
    if k == 0:
        return (1 + math.exp(-beta * eps_d)) * (1 + math.exp(-beta * eps_b))
    x = beta * abs(eps_d - eps_b) / 2
    prefactor = 2 * math.exp(-beta * (eps_d + eps_b) / 2)
    power = (beta**2 * V**2 / 2)**k / math.factorial(k)
    return prefactor * power * spherical_in(k - 1, x) / x**(k - 1)


def length_integral(k):
    """Weight of k lines as an integral over the occupied time of the level."""
    def integrand(length):
        boltz = math.exp(-eps_d * length - eps_b * (beta - length))
        return (length * (beta - length))**(k - 1) * boltz
    value = quad(integrand, 0, beta, epsabs=0, epsrel=1e-11)[0]
    return V**(2 * k) * beta * value / (math.factorial(k) * math.factorial(k - 1))


# One spinless level and one bath site: every order against the Dyson series
d, c = annihilators(2)
h_hyb = V * (d.T @ c + c.T @ d)
h_zero = eps_d * d.T @ d + eps_b * c.T @ c
series = dyson_weights(h_zero, h_hyb)
Z, e_hyb = thermal(h_zero + h_hyb, h_hyb)
orders = np.arange(MAX_ORDER // 2 + 1)
closed = np.array([closed_weight(int(k)) for k in orders])
assert np.max(np.abs(series[1::2])) < 1e-9 * Z
assert np.allclose(series[0::2], closed, rtol=1e-8, atol=1e-10 * Z)
assert abs(closed.sum() / Z - 1) < 1e-10
for k in range(1, 9):
    assert abs(length_integral(k) / series[2 * k] - 1) < 1e-7

# Equal levels: the histogram reduces to even terms of an exponential series
equal = dyson_weights(eps_b * (d.T @ d + c.T @ c), h_hyb)
for k in range(1, 9):
    limit = 2 * math.exp(-beta * eps_b) * (beta * V)**(2 * k) / math.factorial(2 * k)
    assert abs(equal[2 * k] / limit - 1) < 1e-8

# Mean number of lines against the hybridization energy
prob = closed / Z
mean_k = float(orders @ prob)
var_k = float(orders**2 @ prob - mean_k**2)
center = (eps_d + eps_b) / 2
R = math.hypot((eps_d - eps_b) / 2, V)
e_hyb_formula = V**2 / R * (fermi(center + R) - fermi(center - R))
assert abs(e_hyb_formula - e_hyb) < 1e-11
assert abs(mean_k + beta * e_hyb / 2) < 1e-9
assert var_k < mean_k

# Interacting level with spin: the identity must survive a Hubbard term
U, eps_int = 2.0, -1.0
du, cu, dn, cn = annihilators(4)
hyb_int = V * (du.T @ cu + cu.T @ du + dn.T @ cn + cn.T @ dn)
zero_int = eps_int * (du.T @ du + dn.T @ dn) + eps_b * (cu.T @ cu + cn.T @ cn)
zero_int = zero_int + U * (du.T @ du) @ (dn.T @ dn)
series_int = dyson_weights(zero_int, hyb_int)
Z_int, e_hyb_int = thermal(zero_int + hyb_int, hyb_int)
mean_int = float(np.arange(MAX_ORDER + 1) @ series_int / Z_int / 2)
assert np.max(np.abs(series_int[1::2])) < 1e-8 * Z_int
assert abs(series_int.sum() / Z_int - 1) < 1e-8
assert abs(mean_int + beta * e_hyb_int / 2) < 1e-6

# Configuration weight with the determinant of hybridization lines
f_b = fermi(eps_b)


def configuration(n0, times):
    """Weight (without the bath partition function) and occupied time."""
    k = len(times) // 2
    if k == 0:
        return math.exp(-beta * eps_d * n0), beta * n0
    t = np.array(times)
    if n0 == 0:
        create, destroy = t[0::2], t[1::2]
        sign = (-1)**k
    else:
        destroy, create = t[0::2], t[1::2]
        sign = 1
    occupied = float((destroy - create).sum()) + beta * n0
    lag = create[:, None] - destroy[None, :]
    lines = V**2 * np.exp(-eps_b * lag) * np.where(lag > 0, 1 - f_b, -f_b)
    return sign * math.exp(-eps_d * occupied) * np.linalg.det(lines), occupied


rng = random.Random(7)
Z_bath = 1 + math.exp(-beta * eps_b)
for k in range(1, 7):
    for n0 in (0, 1):
        sample = sorted(rng.uniform(0, beta) for _ in range(2 * k))
        weight, occupied = configuration(n0, sample)
        simple = V**(2 * k) * math.exp(-eps_d * occupied - eps_b * (beta - occupied))
        assert abs(Z_bath * weight / simple - 1) < 1e-8

# Monte Carlo sampling of the determinant expansion
WARMUP, STEPS, BINS = 5000, 150000, 50
n0, times = 0, []
weight = configuration(n0, times)[0]
record = np.zeros(STEPS, dtype=int)
accepted = 0
for step in range(WARMUP + STEPS):
    move = rng.random()
    size = len(times)
    new_n0, new_times, factor = n0, times, 1.0
    if move < 0.4:
        new_times = sorted(times + [rng.uniform(0, beta), rng.uniform(0, beta)])
        factor = beta**2 / ((size + 2) * (size + 1))
    elif move < 0.8:
        if size > 0:
            drop = rng.sample(range(size), 2)
            new_times = [t for j, t in enumerate(times) if j not in drop]
            factor = size * (size - 1) / beta**2
        else:
            factor = 0.0
    else:
        new_n0 = 1 - n0
    if factor > 0:
        new_weight = configuration(new_n0, new_times)[0]
        if rng.random() < factor * new_weight / weight:
            n0, times, weight = new_n0, new_times, new_weight
            accepted += step >= WARMUP
    if step >= WARMUP:
        record[step - WARMUP] = len(times) // 2

blocks = record.reshape(BINS, -1)
mc_mean = record.mean()
mc_error = blocks.mean(axis=1).std(ddof=1) / math.sqrt(BINS)
assert mc_error < 0.1
assert abs(mc_mean - mean_k) < 5 * mc_error
mc_prob, mc_prob_error = [], []
for k in range(9):
    fractions = (blocks == k).mean(axis=1)
    mc_prob.append(fractions.mean())
    mc_prob_error.append(fractions.std(ddof=1) / math.sqrt(BINS))
    if prob[k] > 0.01:
        assert mc_prob_error[k] < 0.02
        assert abs(mc_prob[k] - prob[k]) < 5 * mc_prob_error[k]

print(f"level energy eps_d = {eps_d:.2f} eV")
print(f"bath energy eps_b = {eps_b:.2f} eV")
print(f"hybridization V = {V:.2f} eV")
print(f"beta = {beta:.1f} 1/eV")
print(f"temperature = {1 / (KB * beta):.1f} K")
print(f"mean level energy e = {center:.4f} eV")
print(f"half splitting R = {R:.6f} eV")
print(f"E_minus = {center - R:.6f} eV, E_plus = {center + R:.6f} eV")
print(f"f(E_minus) = {fermi(center - R):.6f}, f(E_plus) = {fermi(center + R):.6f}")
print(f"Bessel argument x = {beta * abs(eps_d - eps_b) / 2:.4f}")
print(f"partition function Z = {Z:.6f}")
print(f"weights Z_0 = {closed[0]:.6f}, Z_1 = {closed[1]:.6f}, Z_2 = {closed[2]:.6f}")
print(f"hybridization energy = {e_hyb:.6f} eV = {e_hyb / HARTREE:.6f} hartree")
print(f"-beta E_hyb / 2 = {-beta * e_hyb / 2:.6f}")
print(f"mean k from histogram = {mean_k:.6f}")
print(f"variance of k = {var_k:.6f}")
print(f"variance / mean = {var_k / mean_k:.4f} (Poisson would give 1)")
print("k, exact p(k), Monte Carlo p(k), standard error")
for k in range(9):
    print(f"{k}  {prob[k]:.6f}  {mc_prob[k]:.4f}  {mc_prob_error[k]:.4f}")
print(f"exact probability of k > 8 = {prob[9:].sum():.3e}")
print(f"Monte Carlo mean k = {mc_mean:.4f}, standard error = {mc_error:.4f}")
print(f"Monte Carlo steps = {STEPS}, warmup = {WARMUP}, bins = {BINS}")
print(f"accepted fraction of all steps = {accepted / STEPS:.3f}")
print(f"interacting case: U = {U:.2f} eV, eps_d = {eps_int:.2f} eV, two spins")
print(f"interacting hybridization energy = {e_hyb_int:.6f} eV")
print(f"interacting -beta E_hyb / 2 = {-beta * e_hyb_int / 2:.6f}")
print(f"interacting mean k from Dyson series = {mean_int:.6f}")
print("OK")
```

Printed output:

```
level energy eps_d = -0.30 eV
bath energy eps_b = 0.20 eV
hybridization V = 0.50 eV
beta = 10.0 1/eV
temperature = 1160.5 K
mean level energy e = -0.0500 eV
half splitting R = 0.559017 eV
E_minus = -0.609017 eV, E_plus = 0.509017 eV
f(E_minus) = 0.997740, f(E_plus) = 0.006119
Bessel argument x = 2.5000
partition function Z = 445.220873
weights Z_0 = 23.939154, Z_1 = 99.751008, Z_2 = 153.009894
hybridization energy = -0.443466 eV = -0.016297 hartree
-beta E_hyb / 2 = 2.217332
mean k from histogram = 2.217332
variance of k = 1.372082
variance / mean = 0.6188 (Poisson would give 1)
k, exact p(k), Monte Carlo p(k), standard error
0  0.053769  0.0532  0.0017
1  0.224048  0.2235  0.0028
2  0.343672  0.3427  0.0024
3  0.246191  0.2455  0.0026
4  0.100505  0.1024  0.0019
5  0.026324  0.0267  0.0009
6  0.004783  0.0052  0.0004
7  0.000637  0.0006  0.0001
8  0.000065  0.0001  0.0001
exact probability of k > 8 = 5.551e-06
Monte Carlo mean k = 2.2252, standard error = 0.0120
Monte Carlo steps = 150000, warmup = 5000, bins = 50
accepted fraction of all steps = 0.450
interacting case: U = 2.00 eV, eps_d = -1.00 eV, two spins
interacting hybridization energy = -0.803561 eV
interacting -beta E_hyb / 2 = 4.017805
interacting mean k from Dyson series = 4.017805
OK
```
